**Symmetry limit on amide donation in Mo2(NR2)6**

With every NR2 plane containing the Mo-Mo axis, the three nitrogen lone pairs at each Mo span A2 + E, while the metal s, p and d orbitals contain no A2 member. In the program, `t` is the tangential lone-pair direction, `b` the unit vector from Mo to N, `v = t x b`, and `theta` the common twist of the amides about Mo-N. It asserts the symmetry content from explicit transformations, and a donor-metal overlap rank of 8 for upright amides and 9 after a 90° twist, which correspond to formal ceilings of 16 and 18 electrons. It also asserts that the overlap of the symmetric lone-pair combination grows as sin(theta).

A Hartree-Fock calculation on the model Mo2(NH2)6 finds exactly two occupied orbitals of local A2 type, and these are the only occupied valence levels left unchanged when all Mo s, p and d functions are deleted. The A2 combination holds 1.995 electrons per Mo, against 1.511 in each E combination. The small remainder enters Mo f functions, which lower the two levels by about 0.04 eV. Energies and populations are illustrative, since correlation and methyl groups are left out and the basis is small.

## Program and output

```python
"""
Result under test: in Mo2(NR2)6 with every NR2 plane containing the Mo-Mo axis,
the three N lone pairs at each Mo span A2 + E of C3v. Metal s, p, d functions
contain no A2, so one lone pair per Mo stays nonbonding and the formal count
stops at 16 electrons; the ninth metal orbital is a vacant A1 hybrid.

Symbols: b = unit vector Mo->N, t = tangential unit vector (normal to the NR2
plane), v = t x b, theta = common twist of the NR2 planes about Mo-N.
The self-consistent example is Mo2(NH2)6, a model with H in place of methyl,
at the Hartree-Fock level in a small basis.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
R_MOMO, R_MON, R_NH = 2.2, 2.0, 1.01          # angstrom
ANGLE_MOMON = np.radians(105.0)
HALF_HNH = np.radians(55.0)
rng = np.random.default_rng(5)


def amide_vectors():
    """Position of N and the vectors t, b, v for six staggered amides."""
    out = []
    for side in (1, -1):
        for k in range(3):
            phi = 2 * np.pi * k / 3 + (0 if side == 1 else np.pi)
            radial = np.array([np.cos(phi), np.sin(phi), 0.0])
            t = np.array([-np.sin(phi), np.cos(phi), 0.0])
            outward = np.array([0.0, 0.0, side])
            b = np.sin(ANGLE_MOMON) * radial - np.cos(ANGLE_MOMON) * outward
            n_pos = outward * R_MOMO / 2 + R_MON * b
            out.append((n_pos, t, b, np.cross(t, b)))
    return out


def c3v_operations():
    """Six 3x3 matrices: identity, two rotations, three reflections."""
    def rz(a):
        return np.array([[np.cos(a), -np.sin(a), 0],
                         [np.sin(a), np.cos(a), 0], [0, 0, 1]])
    angles = [0, 2 * np.pi / 3, 4 * np.pi / 3]
    mirror = np.diag([1.0, -1.0, 1.0])
    return [rz(a) for a in angles] + [rz(a) @ mirror @ rz(-a) for a in angles]


IRREPS = {"A1": np.array([1, 1, 1, 1, 1, 1]),
          "A2": np.array([1, 1, 1, -1, -1, -1]),
          "E": np.array([2, -1, -1, 0, 0, 0])}

# ---------- symmetry content of lone pairs and metal shells ----------
ops = c3v_operations()
groups = amide_vectors()
amides = groups[:3]


def lone_pair_content(which):
    chars = []
    for m in ops:
        chi = 0.0
        for a in amides:
            if np.linalg.norm(m @ a[0] - a[0]) < 1e-8:
                chi += a[which] @ (m @ a[which])
        chars.append(chi)
    return {g: int(round(np.dot(x, chars) / 6)) for g, x in IRREPS.items()}


upright, turned = lone_pair_content(1), lone_pair_content(3)
assert upright == {"A1": 0, "A2": 1, "E": 1}
assert turned == {"A1": 1, "A2": 0, "E": 1}

# Representation matrices are obtained from actual function values.
probe = gto.M(atom="He 0 0 0", basis={"He": [[l, [0.5, 1.0]] for l in range(4)]},
              verbose=0)
points = rng.normal(size=(80, 3))
values = probe.eval_gto("GTOval_sph", points)
traces = []
for m in ops:
    moved = probe.eval_gto("GTOval_sph", points @ m.T)
    rep = np.linalg.lstsq(values, moved, rcond=None)[0]
    traces.append([np.trace(rep[l*l:(l+1)**2, l*l:(l+1)**2]) for l in range(4)])
traces = np.array(traces)
shell_content = {g: np.rint(x @ traces / 6).astype(int) for g, x in IRREPS.items()}
for l in range(4):
    chi_c3 = 1 + 2 * sum(np.cos(2 * np.pi * m / 3) for m in range(1, l + 1))
    formula = (2 * l + 1 + 2 * chi_c3 - 3) / 6
    assert abs(formula - IRREPS["A2"] @ traces[:, l] / 6) < 1e-8
assert list(shell_content["A2"]) == [0, 0, 0, 1]

# ---------- rank of donor-metal overlap gives the largest count ----------
EXP_S, EXP_P, EXP_D = 0.15, 0.15, 0.5          # bohr^-2, round model values
n_2p = [s for s in gto.basis.load("sto-3g", "N") if s[0] == 1]
model = gto.M(atom=[("Mo", (0, 0, R_MOMO / 2)), ("Mo", (0, 0, -R_MOMO / 2))]
              + [("N", tuple(a[0])) for a in amides],
              basis={"Mo": [[0, [EXP_S, 1.0]], [1, [EXP_P, 1.0]],
                            [2, [EXP_D, 1.0]]], "N": n_2p},
              spin=1, verbose=0)
overlap = model.intor("int1e_ovlp")


def nitrogen_p(k, direction):
    vec = np.zeros(model.nao)
    vec[18 + 3 * k:21 + 3 * k] = direction
    return vec


def pi_set(theta):
    return np.array([nitrogen_p(k, np.cos(theta) * a[1] + np.sin(theta) * a[3])
                     for k, a in enumerate(amides)])


sigma_set = np.array([nitrogen_p(k, -a[2]) for k, a in enumerate(amides)])
partner_set = np.eye(model.nao)[[9 + 4 + 2, 9 + 4 + 3, 9 + 4 + 1]]  # z2, xz, yz


def donor_metal_svd(theta):
    donors = np.vstack([sigma_set, pi_set(theta), partner_set])
    return np.linalg.svd(donors @ overlap[:, :9])


def symmetric_overlap(theta, metal=slice(0, 9)):
    combo = pi_set(theta).sum(axis=0) / np.sqrt(3)
    return np.linalg.norm(combo @ overlap[:, metal])


u0, sv0, vt0 = donor_metal_svd(0.0)
sv90 = donor_metal_svd(np.pi / 2)[1]
rank0, rank90 = int(np.sum(sv0 > 1e-8)), int(np.sum(sv90 > 1e-8))
assert rank0 == 8 and rank90 == 9
assert sv0[7] > 1e-3 and sv90[8] > 1e-3
lone_pair_null = abs(u0[3:6, 8].sum()) / np.sqrt(3)
vacant = vt0[8]                                  # order s, x,y,z, xy,yz,z2,xz,x2-y2
vacant_a1 = vacant[0]**2 + vacant[3]**2 + vacant[6]**2
assert abs(lone_pair_null - 1) < 1e-8 and abs(vacant_a1 - 1) < 1e-8
assert symmetric_overlap(0.0) < 1e-10
assert symmetric_overlap(0.0, slice(9, 18)) < 1e-10
s90 = symmetric_overlap(np.pi / 2)
for deg in (5, 20, 50):
    th = np.radians(deg)
    assert abs(symmetric_overlap(th) - s90 * np.sin(th)) < 1e-10
e_combo = np.array([2, -1, -1]) @ pi_set(0.0) / np.sqrt(6)
s_e = np.linalg.norm(e_combo @ overlap[:, :9])
assert s_e > 0.01

# Classical thermal twist of one NMe2 group, methyls as point masses.
TEMPERATURE, TORSION_CM, R_NC, M_ME = 350.0, 100.0, 1.45, 15.0
inertia = 2 * M_ME * const.atomic_mass * (R_NC * 1e-10 * np.sin(HALF_HNH))**2
omega = 2 * np.pi * const.c * TORSION_CM * 100
twist = np.sqrt(const.k * TEMPERATURE / (inertia * omega**2))
s_thermal = symmetric_overlap(twist)

print("Lone pairs, planes containing axis:", upright)
print("Lone pairs, planes turned by 90 deg:", turned)
for g in IRREPS:
    print(f"Number of {g} sets in s, p, d, f shells:", shell_content[g].tolist())
print(f"Mo-Mo {R_MOMO} A, Mo-N {R_MON} A, N-H {R_NH} A")
print(f"Mo-Mo-N {np.degrees(ANGLE_MOMON):.0f} deg, "
      f"H-N-H {2*np.degrees(HALF_HNH):.0f} deg")
print("OVERLAP MODEL (Gaussian exponents in bohr^-2)")
print(f"Exponents s, p, d: {EXP_S}, {EXP_P}, {EXP_D}")
print("Singular values, twist 0: ", " ".join(f"{x:.3f}" for x in sv0))
print("Singular values, twist 90:", " ".join(f"{x:.3f}" for x in sv90))
print(f"Rank and largest count, twist 0:  {rank0}, {2*rank0} electrons")
print(f"Rank and largest count, twist 90: {rank90}, {2*rank90} electrons")
print(f"Vacant metal hybrid, weights s, pz, dz2: {vacant[0]**2:.3f}, "
      f"{vacant[3]**2:.3f}, {vacant[6]**2:.3f}")
print(f"Overlap of one E lone-pair combination with Mo spd: {s_e:.3f}")
print(f"Overlap of A2 combination with Mo spd: {symmetric_overlap(0.0):.1e}")
print(f"Same combination after 90 deg twist: {s90:.3f}")
print(f"Methyl mass {M_ME:.0f} u, N-C {R_NC} A, C-N-C as H-N-H")
print(f"Torsion {TORSION_CM:.0f} cm^-1 at {TEMPERATURE:.0f} K: "
      f"rms twist {np.degrees(twist):.1f} deg")
print(f"Overlap opened by that twist: {s_thermal:.3f}")
print(f"Its square relative to 90 deg twist: {(s_thermal/s90)**2:.4f}", flush=True)

# ---------- self-consistent orbitals of Mo2(NH2)6 ----------
atoms = [("Mo", (0, 0, R_MOMO / 2)), ("Mo", (0, 0, -R_MOMO / 2))]
atoms += [("N", tuple(g[0])) for g in groups]
for n_pos, t, b, v in groups:
    for s in (1, -1):
        h = n_pos + R_NH * (np.cos(HALF_HNH) * b + s * np.sin(HALF_HNH) * v)
        atoms.append(("H", tuple(h)))
mo_basis = list(gto.basis.load("lanl2dz", "Mo")) + [[3, [1.0, 1.0]]]
mol = gto.M(atom=atoms, basis={"Mo": mo_basis, "N": "3-21g", "H": "sto-3g"},
            ecp={"Mo": "lanl2dz"}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-7
mf.kernel()
assert mf.converged

S = mol.intor("int1e_ovlp")
C, eps = mf.mo_coeff, mf.mo_energy
nocc = mol.nelectron // 2
fock = S @ C @ np.diag(eps) @ C.T @ S
w, U = np.linalg.eigh(S)
lowdin = (U * np.sqrt(w)) @ U.T @ C[:, :nocc]

labels = mol.ao_labels(fmt=None)
is_mo = np.array([lab[1] == "Mo" for lab in labels])
is_f = np.array([lab[2][-1] == "f" for lab in labels])
index = {(lab[0], lab[2], lab[3]): i for i, lab in enumerate(labels)}


def lone_pair_columns(weights):
    cols = []
    for side in (0, 1):
        for shell in ("2p", "3p"):
            vec = np.zeros(mol.nao)
            for k in range(3):
                g = 3 * side + k
                for j, comp in enumerate("xyz"):
                    vec[index[(2 + g, shell, comp)]] = weights[k] * groups[g][1][j]
            cols.append(vec)
    return np.array(cols).T


a2_cols = lone_pair_columns(np.ones(3) / np.sqrt(3))
e_cols = np.hstack([lone_pair_columns(np.array([2, -1, -1]) / np.sqrt(6)),
                    lone_pair_columns(np.array([0, 1, -1]) / np.sqrt(2))])
share_a2 = ((a2_cols.T @ lowdin)**2).sum(axis=0)
share_e = ((e_cols.T @ lowdin)**2).sum(axis=0)
share_spd = (lowdin[is_mo & ~is_f]**2).sum(axis=0)
share_f = (lowdin[is_mo & is_f]**2).sum(axis=0)

# Symmetry of each occupied orbital from its values at transformed points.
pts = rng.normal(scale=3.0, size=(150, 3))


def orbital_values(m):
    return mol.eval_gto("GTOval_sph", pts @ m.T) @ C[:, :nocc]


psi = orbital_values(np.eye(3))
size = abs(psi).max(axis=0)
rot_even = abs(orbital_values(ops[1]) - psi).max(axis=0) < 1e-3 * size
mirror_odd = abs(orbital_values(ops[3]) + psi).max(axis=0) < 1e-3 * size
a2_orbitals = np.where(rot_even & mirror_odd)[0]
inverted = orbital_values(-np.eye(3))
parity = [int(np.sign((inverted[:, i] * psi[:, i]).sum())) for i in a2_orbitals]
assert len(a2_orbitals) == 2 and sorted(parity) == [-1, 1]
assert share_spd[a2_orbitals].max() < 1e-5
assert abs(share_a2 + share_f - 1)[a2_orbitals].max() < 1e-5
assert share_f[a2_orbitals].max() < 0.05

# Delete every Mo s, p, d function: which occupied valence levels survive?
keep = np.where(~(is_mo & ~is_f))[0]
eps_deleted = eigh(fock[np.ix_(keep, keep)], S[np.ix_(keep, keep)],
                   eigvals_only=True)
survivors = [i for i in range(nocc) if eps[i] > -5
             and abs(eps_deleted - eps[i]).min() < 1e-6]
assert survivors == list(a2_orbitals)

# Lone-pair functions alone in the same Fock operator, for each inversion parity.
f_shift = []
for i, p in zip(a2_orbitals, parity):
    cols = a2_cols[:, :2] + p * a2_cols[:, 2:]
    alone = eigh(cols.T @ fock @ cols, cols.T @ S @ cols, eigvals_only=True)[0]
    f_shift.append((alone - eps[i]) * HARTREE_EV)
assert min(f_shift) > -1e-5

occ_a2 = 2 * share_a2.sum() / 2                  # one combination per Mo
occ_e = 2 * share_e.sum() / 4                    # two combinations per Mo
assert occ_a2 - occ_e > 0.05

print("HARTREE-FOCK Mo2(NH2)6")
print(f"Basis functions {mol.nao}, electrons treated {mol.nelectron}")
print(f"HOMO-LUMO gap: {(eps[nocc]-eps[nocc-1])*HARTREE_EV:.2f} eV")
print("Upper occupied orbitals: energy/eV, shares in percent of")
print("  A2 lone pairs, E lone pairs, Mo spd, Mo f")
for i in range(nocc - 1, nocc - 12, -1):
    mark = ""
    if i in a2_orbitals:
        mark = "A2g" if parity[list(a2_orbitals).index(i)] == 1 else "A1u"
    print(f"  {eps[i]*HARTREE_EV:7.2f} {100*share_a2[i]:6.1f} {100*share_e[i]:6.1f}"
          f" {100*share_spd[i]:6.1f} {100*share_f[i]:6.2f} {mark}")
for i, p, shift in zip(a2_orbitals, parity, f_shift):
    name = "A2g" if p == 1 else "A1u"
    print(f"{name}: energy {eps[i]*HARTREE_EV:.2f} eV, Mo spd share "
          f"{share_spd[i]:.1e}, lowering by f {shift:.3f} eV")
print(f"Levels unchanged when Mo spd is deleted: {len(survivors)}")
print(f"Electrons in A2 lone-pair combination, per Mo: {occ_a2:.3f}")
print(f"Electrons in each E lone-pair combination: {occ_e:.3f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Lone pairs, planes containing axis: {'A1': 0, 'A2': 1, 'E': 1}
Lone pairs, planes turned by 90 deg: {'A1': 1, 'A2': 0, 'E': 1}
Number of A1 sets in s, p, d, f shells: [1, 1, 1, 2]
Number of A2 sets in s, p, d, f shells: [0, 0, 0, 1]
Number of E sets in s, p, d, f shells: [0, 1, 2, 2]
Mo-Mo 2.2 A, Mo-N 2.0 A, N-H 1.01 A
Mo-Mo-N 105 deg, H-N-H 110 deg
OVERLAP MODEL (Gaussian exponents in bohr^-2)
Exponents s, p, d: 0.15, 0.15, 0.5
Singular values, twist 0:  0.399 0.399 0.366 0.260 0.163 0.163 0.108 0.108 0.000
Singular values, twist 90: 0.385 0.385 0.372 0.277 0.186 0.155 0.155 0.031 0.031
Rank and largest count, twist 0:  8, 16 electrons
Rank and largest count, twist 90: 9, 18 electrons
Vacant metal hybrid, weights s, pz, dz2: 0.004, 0.626, 0.370
Overlap of one E lone-pair combination with Mo spd: 0.179
Overlap of A2 combination with Mo spd: 5.4e-17
Same combination after 90 deg twist: 0.220
Methyl mass 15 u, N-C 1.45 A, C-N-C as H-N-H
Torsion 100 cm^-1 at 350 K: rms twist 8.0 deg
Overlap opened by that twist: 0.030
Its square relative to 90 deg twist: 0.0193
HARTREE-FOCK Mo2(NH2)6
Basis functions 124, electrons treated 82
HOMO-LUMO gap: 10.18 eV
Upper occupied orbitals: energy/eV, shares in percent of
  A2 lone pairs, E lone pairs, Mo spd, Mo f
    -8.70    0.0    7.7   80.3   0.21 
    -8.70    0.0    7.7   80.3   0.21 
    -9.14   99.8    0.0    0.0   0.23 A2g
    -9.25   99.8    0.0    0.0   0.24 A1u
    -9.83    0.0    0.0   96.3   0.25 
   -10.78    0.0   71.5   21.7   0.01 
   -10.78    0.0   71.5   21.7   0.01 
   -10.85    0.0   68.3   30.0   0.08 
   -10.85    0.0   68.3   30.0   0.08 
   -14.12    0.0    0.9   24.2   0.15 
   -14.12    0.0    0.9   24.2   0.15 
A1u: energy -9.25 eV, Mo spd share 1.0e-08, lowering by f 0.041 eV
A2g: energy -9.14 eV, Mo spd share 2.4e-09, lowering by f 0.039 eV
Levels unchanged when Mo spd is deleted: 2
Electrons in A2 lone-pair combination, per Mo: 1.995
Electrons in each E lone-pair combination: 1.511
ALL CHECKS PASSED
```
